# Picture change of r² in two-component relativistic theory

## Problem

An electron obeys the Dirac equation in a static potential $V(r)$. A Foldy–Wouthuysen transformation $U$ turns its four-component orbital $\psi$ into a two-component orbital $\varphi$, with the lower half zero. Hartree atomic units are used, so the electron mass is 1 and $c=137.036$. With the rest energy kept,

$$H=\beta c^2+c\,\boldsymbol\alpha\cdot\mathbf p+V .$$

(a) Which operator must stand between two-component orbitals, through order $c^{-2}$, to reproduce the Dirac value of $\langle r^2\rangle$?

(b) How large is the error if plain $r^2$ is used instead, for the 1s and for the 6s shell of mercury?

## A tempting solution, which is wrong

The transformation is $U=e^{S}$ with leading generator

$$S=\frac{\beta\,\boldsymbol\alpha\cdot\mathbf p}{2c}.$$

This choice removes the large coupling between the upper and lower components. Since $\beta\boldsymbol\alpha\beta=-\boldsymbol\alpha$ and $\beta^2=1$, we have $[S,\beta c^2]=-c\,\boldsymbol\alpha\cdot\mathbf p$, which cancels the second term of $H$. The transformed radius operator is

$$U r^2U^\dagger=r^2+[S,r^2]+\dots$$

The matrix $\beta\boldsymbol\alpha$ is odd: it connects upper with lower components. The function $r^2$ is even, so $[S,r^2]$ is odd and has no upper-upper block. "The relativistic correction therefore vanishes, and plain $r^2$ is right through order $c^{-2}$. The error is negligible in every shell."

## Where it fails

If this were true, the error would begin at order $c^{-4}$. In a hydrogen-like ion lengths scale as $1/Z$ and momenta as $Z$, so relativistic corrections come as powers of $(Z/c)^2$. A relative error of order $c^{-4}$ would grow about 16-fold when $Z$ doubles. Numerical solutions for the 1s state give an error of 0.133 % of the Dirac $\langle r^2\rangle$ at $Z=10$ and 0.530 % at $Z=20$. The factor is 4, so the error is of order $c^{-2}$.

The fault lies in the counting of orders. The generator $S$ is of order $c^{-1}$, so the first commutator is too. Its missing upper block shows that there is no correction of order $c^{-1}$. Order $c^{-2}$ comes from the term with two factors of $S$, which was dropped, and two odd factors make an even operator.

## Right solution

**The term to keep.** The next term of the expansion is

$$\tfrac12[S,[S,r^2]]=\tfrac12\left(S^2r^2-2S\,r^2S+r^2S^2\right).$$

Moving $\beta$ through $\boldsymbol\alpha$ gives a minus sign, so

$$S^2=-\frac{p^2}{4c^2},\qquad S\,r^2S=-\frac{(\boldsymbol\alpha\cdot\mathbf p)\,r^2\,(\boldsymbol\alpha\cdot\mathbf p)}{4c^2}.$$

In the upper block the second product contains $\boldsymbol\sigma\cdot\mathbf p$ in place of $\boldsymbol\alpha\cdot\mathbf p$. The correction is therefore

$$\Delta=-\frac{1}{8c^2}\left(p^2r^2+r^2p^2\right)+\frac{1}{4c^2}(\boldsymbol\sigma\cdot\mathbf p)\,r^2\,(\boldsymbol\sigma\cdot\mathbf p).$$

Both parts have a plain meaning. To this order the small component of $\psi$ is $\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$, and the last term is its contribution to $\langle r^2\rangle$. The large component is $(1-p^2/8c^2)\varphi$, reduced to keep the total norm at 1, and the first term is the effect of that reduction.

Could further generators matter? After the first step, the odd terms left in the Hamiltonian are of order $c^{-1}$. Removing them takes a generator $S'$ of order $c^{-1}/c^{2}=c^{-3}$. Since $S'$ is odd, it reaches the upper block only in company with another odd factor, first through $[S',[S,r^2]]$, which is of order $c^{-4}$.

**The commutators.** Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the correction is itself a double commutator:

$$\Delta=-\frac{1}{8c^2}\left[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,r^2]\right].$$

With $\mathbf p=-i\nabla$ and $\nabla r^2=2\mathbf r$, the inner commutator is

$$[\boldsymbol\sigma\cdot\mathbf p,r^2]=-2i\,\boldsymbol\sigma\cdot\mathbf r .$$

For the outer one, use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, keeping the order of the operators:

$$[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf r]=(\mathbf p\cdot\mathbf r-\mathbf r\cdot\mathbf p)+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf r-\mathbf r\times\mathbf p).$$

The first bracket is $-3i$, one $-i$ for each coordinate. A cross product contains only products of different components, which commute, so $\mathbf p\times\mathbf r=-\mathbf r\times\mathbf p=-\mathbf L$. Hence

$$[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf r]=-3i-2i\,\boldsymbol\sigma\cdot\mathbf L=-i(3+2\boldsymbol\sigma\cdot\mathbf L).$$

Collecting the factors, $(-2i)(-i)=-2$ and $-\tfrac18\cdot(-2)=\tfrac14$. The answer to (a) is

$$r^2\;\longrightarrow\;r^2+\frac{3}{4c^2}+\frac{\boldsymbol\sigma\cdot\mathbf L}{2c^2}+O(c^{-4}).$$

**Values for each type of orbital.** From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ follows $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. With the Dirac quantum number $\kappa=-(l+1)$ in the first case and $\kappa=l$ in the second, both read $-(\kappa+1)$, and the shift is

$$\Delta_\kappa=\frac{3}{4c^2}-\frac{\kappa+1}{2c^2}=\frac{1-2\kappa}{4c^2}.$$

It equals $3/(4c^2)$ for s, $-1/(4c^2)$ for p$_{1/2}$ and $5/(4c^2)$ for p$_{3/2}$. For p$_{1/2}$ plain $r^2$ gives too large a value, and for the other two too small a one.

Averaged over the $2l$ states with $j=l-\tfrac12$ and the $2l+2$ states with $j=l+\tfrac12$, the spin–orbit part cancels, since $-2l(l+1)+(2l+2)l=0$. A spin-free treatment thus keeps the term $3/(4c^2)$ alone.

## Why the shell matters

To this order the shift contains neither the principal quantum number nor the nuclear charge. For an s state it is

$$\frac{3}{4c^2}=\frac{3}{4\times137.036^2}=3.994\times10^{-5}\,a_0^2=0.112\ \mathrm{pm}^2 .$$

What differs between shells is the $\langle r^2\rangle$ with which it is compared. The nonrelativistic hydrogenic 1s radial function is proportional to $re^{-Zr}$, so

$$\langle r^2\rangle_{1s}=\frac{\int_0^\infty r^4e^{-2Zr}dr}{\int_0^\infty r^2e^{-2Zr}dr}=\frac{4!/(2Z)^5}{2!/(2Z)^3}=\frac{3}{Z^2},\qquad \frac{\Delta_{1s}}{\langle r^2\rangle_{1s}}=\frac{Z^2}{4c^2}.$$

At $Z=80$ this is 8.5 %. For 2p the radial function $r^2e^{-Zr/2}$ gives $\langle r^2\rangle=6\cdot5/Z^2=30/Z^2$. The relative shift of 2p$_{3/2}$ is then $Z^2/(24c^2)$, or 1.4 % at $Z=80$. For 2p$_{3/2}$ the relative effect is thus six times smaller than for 1s.

A simple threshold follows. For an s orbital the leading shift is below 1 % when $\langle r^2\rangle$ exceeds $100\times3.994\times10^{-5}\,a_0^2$, that is, when the rms radius exceeds about $0.063\,a_0$.

## Two effects of opposite sign

The Dirac 1s state shows how picture change differs from the change of the orbital. Let $P$ and $Q$ be its large and small radial functions and $E$ its energy without the rest energy. For $\kappa=-1$ they obey

$$c\left(P'-\frac Pr\right)=\left(E+2c^2+\frac Zr\right)Q,\qquad -c\left(Q'+\frac Qr\right)=\left(E+\frac Zr\right)P .$$

Insert $P=r^\gamma e^{-Zr}$ and $Q=bP$. The $1/r$ terms give $c(\gamma-1)=bZ$ and $-cb(\gamma+1)=Z$, hence $\gamma^2=1-Z^2/c^2$. The constant terms give $E=cbZ=c^2(\gamma-1)$ and $-cZ=b(E+2c^2)$, which agree with this. Both functions have the same shape, so

$$\langle r^2\rangle_{\rm Dirac}=\frac{(2\gamma+2)(2\gamma+1)}{4Z^2}.$$

With $x=Z^2/c^2$ and $\gamma\approx1-x/2$, the numerator is $(4-x)(3-x)\approx12-7x$, and

$$\langle r^2\rangle_{\rm Dirac}\approx\frac{3}{Z^2}-\frac{7}{4c^2}.$$

The two-component orbital with plain $r^2$ must give this minus $3/(4c^2)$, which is $3/Z^2-5/(2c^2)$. The orbital contracts, and the operator correction gives back three tenths of that contraction. At $Z=10$ the formula predicts $0.02987\,a_0^2$ for the plain value, as the numerical solution also gives.

The leading shift loses accuracy as $Z$ grows. The ratio of the numerical to the derived 1s shift is 0.996, 0.983, 0.937 and 0.783 at $Z=10$, 20, 40 and 80. The deficit starts out as $Z^2$, as expected of the next order, and then grows more slowly: divided by $(Z/c)^2$ it falls from 0.82 at $Z=10$ to 0.64 at $Z=80$. These ratios belong to the one-step decoupling used here. Beyond order $c^{-2}$ the two-component picture is not unique: a free-particle Foldy–Wouthuysen step followed by exact decoupling gives 0.997, 0.989, 0.957 and 0.827. The relative error at $Z=80$ is still 8.4 %, close to the estimate of 8.5 %, because the Dirac $\langle r^2\rangle$ has itself fallen to 0.79 of $3/Z^2$. The two reductions nearly cancel in the quotient. With the two-step decoupling the cancellation is less close and the error is 8.9 %.

## Mercury

The free atom was computed self-consistently at the Dirac–Kohn–Sham level with local exchange and a point nucleus. Correlation and the Breit interaction are left out. The two-component orbitals come from a one-step matrix decoupling (X2C type) of the Dirac equation in the final potential. The inner-shell differences depend on this choice: the two-step decoupling gives $3.31\times10^{-5}\,a_0^2$ (8.7 %) for 1s and $-1.14\times10^{-5}\,a_0^2$ for 2p$_{1/2}$, while 5d$_{5/2}$ and 6s are unchanged. Errors are relative to the Dirac $\langle r^2\rangle$.

| Shell | Dirac $\langle r^2\rangle$ ($a_0^2$) | Dirac minus plain ($a_0^2$) | Relative (%) |
|---|---|---|---|
| 1s | 0.000381 | $3.15\times10^{-5}$ | 8.3 |
| 2s | 0.00582 | $3.87\times10^{-5}$ | 0.66 |
| 2p$_{1/2}$ | 0.00406 | $-1.23\times10^{-5}$ | −0.30 |
| 2p$_{3/2}$ | 0.00526 | $6.31\times10^{-5}$ | 1.2 |
| 5d$_{5/2}$ | 2.86 | $9.31\times10^{-5}$ | 0.0033 |
| 6s | 8.57 | $4.0\times10^{-5}$ | 0.0005 |

This answers (b). Plain $r^2$ makes the 1s value about 8 % too small and the 6s value about five parts in a million too small, although the absolute shifts are of similar size. For the rms radius the relative error is roughly halved, because it is a square root: the 1s radius comes out 4.2 % too small (about 4.5 % with the two-step decoupling). The error is therefore large only for 1s; in the L shell it is 1.2 % at most.

Two numerical points need care. In a denser basis the 6s $\langle r^2\rangle$ moves by $0.003\,a_0^2$, far more than the picture change. The difference between the Dirac and the plain value nevertheless stays at $4.0\times10^{-5}\,a_0^2$ in both bases. The 4s shell is more sensitive. The numerical output lists a difference of $5.3\times10^{-5}\,a_0^2$, a third above the derived shift, but in the denser basis it is $3.97\times10^{-5}\,a_0^2$, within 1 % of that shift. The misfit is therefore an error of the sparser basis, not a property of the shell. For the shells in the table the basis error of the difference is about 2 % or less. For 1s a converged basis gives $3.14\times10^{-5}\,a_0^2$ and 8.2 %. The listed $\langle r^2\rangle$ itself is about 1.4 % too large for 2s and accurate to within 0.4 % for the other shells in the table; among the further shells in the output, 3s is 0.5 % and 4s 4.7 % too large.

A negligible picture change does not make the valence shell nonrelativistic. With the same exchange functional, the nonrelativistic 6s value is $11.44\,a_0^2$. Relativity lowers it by $2.87\,a_0^2$, or 25 %, some 70,000 times the picture change. These values depend on the model: a finite nucleus raises the Dirac 6s value to $8.58\,a_0^2$, and local correlation lowers the pair to 8.25 and $10.87\,a_0^2$, a contraction of 24 %. That contraction is already contained in the two-component orbital, so plain $r^2$ is adequate for 6s provided that the orbital is relativistic. The numerical output below lists the figures for further shells; of the denser-basis results it contains only those for 6s.

## Values computed for the example and the checks

```
speed of light c = 137.0360 a.u.
s-state shift 3/(4c^2) = 3.9939e-05 a0^2 = 0.1118 pm^2
Basis error of 1s <r^2>, Z=10 (relative): ladder without Z 2.1e-04, with Z -6.4e-08
Hydrogenic Z=10: numerical picture change, derived shift (a0^2)
  1s1/2: 3.9763e-05, 3.9939e-05
  2p1/2: -1.3306e-05, -1.3313e-05
  2p3/2: 6.6491e-05, 6.6564e-05
Hydrogenic 1s: Dirac <r^2>, bare <r^2> (a0^2), picture change/
  Dirac <r^2> (%), Z^2/(4c^2) (%), numerical/derived shift
  Z=10: 2.99068e-02, 2.98670e-02, 0.133, 0.133, 0.9956
  Z=20: 7.40659e-03, 7.36734e-03, 0.530, 0.533, 0.9829
  Z=40: 1.78092e-03, 1.74351e-03, 2.100, 2.130, 0.9366
  Z=80: 3.71415e-04, 3.40152e-04, 8.417, 8.520, 0.7828
Mercury atom, Dirac-Kohn-Sham, local exchange only:
  shell: Dirac <r^2>, bare <r^2>, difference, derived shift
  (all a0^2), difference/Dirac <r^2> (%)
  1s1/2: 0.0003811629, 0.0003497045, 3.146e-05, 3.994e-05, 8.25e+00
  2s1/2: 0.005823425, 0.005784762, 3.866e-05, 3.994e-05, 6.64e-01
  2p1/2: 0.00405767, 0.004069973, -1.230e-05, -1.331e-05, -3.03e-01
  2p3/2: 0.005258707, 0.005195638, 6.307e-05, 6.656e-05, 1.20e+00
  3s1/2: 0.03748211, 0.03744131, 4.080e-05, 3.994e-05, 1.09e-01
  4s1/2: 0.1887233, 0.1886706, 5.269e-05, 3.994e-05, 2.79e-02
  5s1/2: 0.9121133, 0.9120736, 3.973e-05, 3.994e-05, 4.36e-03
  5d3/2: 2.573413, 2.573452, -3.992e-05, -3.994e-05, -1.55e-03
  5d5/2: 2.860592, 2.860499, 9.312e-05, 9.319e-05, 3.26e-03
  6s1/2: 8.574639, 8.5746, 3.965e-05, 3.994e-05, 4.62e-04
6s in a denser basis, same potential: <r^2> = 8.57133 a0^2, picture change = 3.995e-05 a0^2
6s energy: Dirac -0.2221, nonrelativistic -0.1686 hartree
6s nonrelativistic <r^2> = 11.4448 a0^2
6s relativistic change of <r^2> = -2.8702 a0^2 = -25.08 %
6s rms radius (Dirac) = 2.9282 a0
1s rms radius (Dirac) = 0.01952 a0
1s rms radius error from bare r^2 = -4.22 %
```
